Exact energy and Slater-Jastrow correlation percentage of a magnesium pseudo-atom

**The problem**

A magnesium atom whose ten core electrons are replaced by the pseudopotential ccECP keeps two valence electrons. In atomic units (energies in hartree, lengths in bohr) its Hamiltonian is

H = Σ_i [−½∇_i² − 2/r_i + V(r_i) + Σ_l ΔV_l(r_i) P̂_l(i)] + 1/r12,

where i = 1, 2 and P̂_l(i) projects electron i on angular momentum l. The energies in the solution use the unrounded parameters of the potential; the four-decimal values printed here lower the Hartree-Fock energy by about 3 microhartree. The radial functions, with rounded parameters, are

V(r) = (2/r) e^(−6.0485r²) − 17.1083 e^(−2.5474r²) + 12.0971 r e^(−2.7970r²)

ΔV_0(r) = 6.4286 e^(−5.9360r²) + 14.1955 e^(−1.5929r²)

ΔV_1(r) = 3.3151 e^(−1.5840r²) + 4.4030 e^(−1.0773r²).

(a) Reduce the singlet S ground state to partial waves and set up full CI.
(b) Derive how the energy converges with the highest partial wave L, and extrapolate.
(c) Find the correlation energy, and the percentage of it recovered by Ψ_SJ = φ(r1)φ(r2)e^J, where φ is the Hartree-Fock orbital and J contains one- and two-body terms.

"Exact" means the lowest singlet S energy of this H. Errors of the pseudopotential, core polarization, explicit core-valence correlation and relativistic effects beyond those built into the potential are not part of the question.

**Hints**

1. An S state of two electrons depends on r1, r2 and x = cos θ12. Expand it in P_l(x) and apply the addition theorem to P̂_l.
2. At large l the partial wave lives near r1 = r2. Use R = (r1+r2)/2 and δ = r1−r2, and keep the largest powers of l.
3. A semilocal potential does not commute with e^J. Project the whole function Ψ_SJ, not the orbital alone.
4. The percentage needs three energies of the same Hamiltonian: Hartree-Fock, Slater-Jastrow and exact.

**Solution**

**1. Partial waves**

The singlet has a symmetric spatial function. Write

Ψ = Σ_l ψ_l(r1,r2) P_l(x),  ψ_l(r1,r2) = ψ_l(r2,r1).

The addition theorem reads

P_l'(x) = [4π/(2l'+1)] Σ_m Y_l'm(r̂1) Y*_l'm(r̂2).

As a function of r̂1 this contains angular momentum l' alone, so P̂_l(1)P_l' = δ_ll' P_l. The same holds for electron 2. Hence

P̂_l(1)Ψ = P̂_l(2)Ψ = ψ_l P_l.

The semilocal potential is diagonal in l, and here it acts on l = 0 and 1. The volume element, after integration over the overall orientation, is 8π² r1²r2² dr1dr2dx, and ∫P_l²dx = 2/(2l+1). Therefore

⟨V_sl⟩ = Σ_l [16π²/(2l+1)] ∫∫ r1²r2² [ΔV_l(r1)+ΔV_l(r2)] ψ_l² dr1dr2.

**2. Full CI**

Take orthonormal radial functions u_a for each l and form

|ab;l⟩ = [u_a(r1)u_b(r2)/(r1r2)] · [√(2l+1)/(4π)] P_l(x).

The angular norm is 8π² · (2l+1)/(16π²) · 2/(2l+1) = 1. The one-electron operator acting on u is

h_l = −½ d²/dr² + l(l+1)/(2r²) − 2/r + V + ΔV_l,

with ΔV_l = 0 for l ≥ 2. For the repulsion, insert 1/r12 = Σ_k (r<^k/r>^(k+1)) P_k(x), where r< and r> are the smaller and larger radius:

⟨ab;l|1/r12|cd;l'⟩ = Σ_k ½√((2l+1)(2l'+1)) ∫P_l P_k P_l' dx · R^k,

R^k = ∫∫ u_a(r1)u_b(r2) [r<^k/r>^(k+1)] u_c(r1)u_d(r2) dr1dr2.

The factor ½ is 8π²/(16π²). Let M_ab,cd be the sum of this element and, for l = l', h_ac δ_bd + δ_ac h_bd. The singlet configurations are

(|ab;l⟩ + |ba;l⟩)/√(2(1+δ_ab)),  a ≤ b.

Their matrix element has four terms, equal in pairs because exchanging the electrons gives M_ab,cd = M_ba,dc. It becomes

(M_ab,cd + M_ab,dc)/√((1+δ_ab)(1+δ_cd)).

With 18 functions per l there are 18·19/2 = 171 pairs, and l = 0 to 8 gives 9·171 = 1539 configurations. These are all the singlet S configurations of the orbital set, so the diagonalization is full CI in that set.

The radial functions are combinations of Gaussians r^l e^(−ar²). They suit this potential: near the nucleus −2/r + (2/r)e^(−αr²) = −2αr + O(r³), and with α = 6.0485 this linear term is cancelled by +12.0971r. The potential is finite at the nucleus and has no linear term there.

The lowest eigenvalues E_L, in hartree, are

L = 0: −0.790950
L = 1: −0.822416
L = 2: −0.823208
L = 4: −0.823421
L = 7: −0.823463
L = 8: −0.823466.

Each added partial wave enlarges the variational space, so E_L falls towards the exact energy from above. At L = 8, reducing the radial set from 18 to 15 functions leaves −0.823466 unchanged to the digits shown, and 12 functions give −0.823464. What remains is mainly the missing l > 8.

**3. The tail in L**

Let w_l = r1r2ψ_l. The l component of the Schrödinger equation has the source −r1r2(Ψ/r12)_l, where the subscript denotes the coefficient of P_l. At large l this coefficient is governed by the singularity at r12 = 0. To leading order Ψ may be replaced there by its coalescence value Ψ_c(R), the value when both electrons are at the same point at distance R. Then

(1/r12)_l = r<^l/r>^(l+1) = (r<r>)^(−½) (r</r>)^λ ≈ (1/R) e^(−λ|δ|/R),  λ = l+½.

The last step uses ln(r</r>) ≈ −|δ|/R. The important δ are thus of order R/λ. From ∂_1 = ½∂_R + ∂_δ and ∂_2 = ½∂_R − ∂_δ,

−½(∂_1²+∂_2²) = −∂_δ² − ¼∂_R².

The first term is of order λ²/R². The second is not enhanced by λ and is dropped, as are the potentials and the energy. The two centrifugal terms add to l(l+1)/R² ≈ λ²/R². With κ = λ/R and S = RΨ_c,

(−∂_δ² + κ²) w_l = −S e^(−κ|δ|).

The decaying solution is

w_l = −(S/2κ²)(1+κ|δ|)e^(−κ|δ|).

To check it, let f = (1+κ|δ|)e^(−κ|δ|). Then f' = −κ²δe^(−κ|δ|) and f'' = −κ²(1−κ|δ|)e^(−κ|δ|), so −f'' + κ²f = 2κ²e^(−κ|δ|), as needed.

Now the energy. Write D = −∂_δ² + κ² and s = Se^(−κ|δ|). With Ψ normalized to 1, admitting w_l changes the energy by ⟨w|D|w⟩ + 2⟨w|s⟩, times the angular factor 8π²·2/(2l+1) = 8π²/λ. At the minimum Dw = −s, so the sum equals ⟨s|w⟩. The integral over δ is

−(S²/2κ²) · 2∫_0^∞ (1+κδ)e^(−2κδ)dδ = −(S²/κ²)(1/2κ + 1/4κ) = −3S²/(4κ³).

Inserting S = RΨ_c and κ = λ/R gives

E_l − E_(l−1) ≈ −A/λ⁴,  A = 6π² ∫_0^∞ R⁵ Ψ_c(R)² dR.

For the tail, 1/(l+½)⁴ is the midpoint estimate of ∫t⁻⁴dt from l to l+1. Summing over l > L,

E_L − E ≈ A ∫_(L+1)^∞ t⁻⁴ dt = (A/3)/(L+1)³.

This is a leading-order law for large L. It also requires a radial set that resolves widths R/λ; otherwise the computed increments, and with them the correction, are unreliable.

**4. The extrapolated energy**

Apply the law at L = 7 and 8 and eliminate A:

E = (9³E_8 − 8³E_7)/(9³−8³) = E_8 − (512/217)(E_7−E_8).

The last increment corresponds to A = λ⁴(E_7−E_8) = 0.01994 with λ = 8.5, so E_7−E_8 = 0.01994/5220 = 3.82 microhartree. The last digit of A depends on the radial set: changing the set moves A by about 0.00004 and the correction by about 0.02 microhartree. The correction is −2.359·3.82 = −9.01 microhartree, and

E = −0.823466 − 0.000009 = −0.823475 hartree = −22.408 eV.

Unlike E_8, this number is not guaranteed to be an upper bound, because the tail is estimated. Two comparisons show its quality. The first evaluates A from the coalescence amplitude of a separate wavefunction containing explicit factors r12. It gives 0.01750, so the value from the last increment is 14 % larger. A difference is expected, since the formula is leading order and l = 8 is finite. Using 0.01750 in the tail formula gives 0.01750/(3·729) = 8.0 microhartree, so the ambiguity is about 1 microhartree.

The second comparison is the energy of that r12 wavefunction itself, −0.823474 hartree. It uses no extrapolation in L and agrees within about 1 microhartree. It does take its radial orbitals from the CI, so it tests the angular extrapolation rather than the radial set. The radial set is supported by the convergence above and by a separate Gaussian calculation of the Hartree-Fock energy.

**5. Hartree-Fock and the correlation energy**

For φ(r1)φ(r2) with a normalized s orbital, the energy is 2⟨h_0⟩ + ⟨Ĵ⟩, where Ĵ is the Coulomb potential of one electron in φ. Since Ĵ itself depends on φ, varying ⟨Ĵ⟩ gives twice the variation at fixed Ĵ. Both terms then carry the same factor 2, and the condition is

(h_0 + Ĵ)φ = εφ.

The self-consistent solution gives E_HF = −0.788396 hartree. The correlation energy, counted positive, is

E_c = E_HF − E = 0.823475 − 0.788396 = 0.035079 hartree = 0.955 eV.

The CI energies divide it by partial wave. Radial correlation, L = 0, gives 0.002554 hartree or 7.3 %. Admitting l = 1 adds 0.031466 hartree or 89.7 %. All l ≥ 2 together add 0.001059 hartree or 3.0 %. Correlation in this valence shell is mostly angular, and mostly of the lowest angular kind.

**6. The Slater-Jastrow energy**

The short-range form of J follows from H. Near r12 = 0 the relative motion has kinetic energy −(Ψ''+2Ψ'/r12), with primes for derivatives in r12. The singular part must cancel Ψ/r12:

−2Ψ'/r12 + Ψ/r12 = 0,  so Ψ'/Ψ = ½.

At the nucleus the potential is finite, so no cusp is wanted there. Define q(r) = r²/(4+r²), which has zero slope at r = 0, and take

J = ½r12/(1+κ_J r12) + b_1q(r12) + b_2q(r12)² + Σ_(k=1..3) a_k[q(r1)^k+q(r2)^k].

The first term supplies the slope ½ and the others leave it unchanged. Minimizing the energy gives

κ_J = 0.1452, b = (−0.0652, 0.1119), a = (−1.1555, 2.7522, −2.6733).

The energy is a three-dimensional integral. The gradient for electron 1 is

∇_1Ψ = r̂1 ∂Ψ/∂r1 + (1/r1)(r̂2−x r̂1) ∂Ψ/∂x.

The two vectors are perpendicular, and |r̂2−x r̂1|² = 1−x². Adding electron 2 and integrating the kinetic operator by parts,

T = ½∫[(∂Ψ/∂r1)² + (∂Ψ/∂r2)² + (1−x²)(1/r1²+1/r2²)(∂Ψ/∂x)²]dτ.

The derivatives act on J through r12² = r1²+r2²−2r1r2x, which gives ∂r12/∂r1 = (r1−r2x)/r12 and ∂r12/∂x = −r1r2/r12.

For the semilocal part, compute

ψ_l = [(2l+1)/2] ∫Ψ_SJ P_l(x)dx

and insert it in ⟨V_sl⟩ of part 1. Although φ is an s orbital, e^J depends on x through r12, so Ψ_SJ has an l = 1 component and feels ΔV_1. Treating the potential as if it acted on φ alone would miss this.

Adding the local potentials and 1/r12, and dividing by the norm, gives E_SJ = −0.821162 hartree. With J = 0 the same quadrature returns −0.788396, the Hartree-Fock energy. A Monte Carlo average of the local energy gives −0.82105 ± 0.00038 hartree, which agrees within its standard error. That error is 1.1 % of E_c, so the quadrature value is the one to use for the percentage.

**7. The percentage**

p = 100 (E_HF−E_SJ)/(E_HF−E) = 100 · 0.032766/0.035079 = 93.4 %.

The missing 6.6 % is 0.823475 − 0.821162 = 0.002313 hartree. An error of 1 microhartree in E changes p by about 93.4/35079 = 0.003 percentage points. Even omitting the 9 microhartree tail would change p by only 0.02 points. The extrapolation is needed for the energy at the microhartree level; for the percentage, L = 8 is already sufficient.

The result belongs to this form of J. With the one-parameter term ½r12/(1+κ_J r12) alone, reoptimized to κ_J = 0.2726, the energy is −0.810453 hartree and p = 62.9 %. That J grows with r12 and therefore also favours large r1 and r2, while φ is held fixed. The mean radius ⟨r⟩ rises from 3.24 bohr in Hartree-Fock to 3.48 bohr. One-body terms counter this shift: with the six-parameter J, ⟨r⟩ is again 3.24 bohr. They also bring nearly all of the 30.5 points gained. With b_1 = b_2 = 0 and the other four parameters reoptimized, p is already 93.4 %, whereas b_1 and b_2 without one-body terms give only 65.2 %.

Adding three terms that couple different distances, q(r1)q(r2), q(r12)[q(r1)+q(r2)] and q(r12)q(r1)q(r2), gives −0.821650 hartree and p = 94.8 %. This is not a general ceiling. If the exact Ψ is positive everywhere, J = ln[Ψ/(φφ)] with a positive φ reproduces it, and p = 100 %. Positivity has not been proved here for the semilocal H. With more electrons the determinant can have nodes that a finite real J cannot move, and that argument no longer applies.

**Variation 1: a reference that stops at low L**

*What percentage results if E_L replaces E, and which L keeps the error below 0.1 percentage points?*

The numerator is unchanged and the denominator shrinks, so

p_L = p · E_c/(E_HF−E_L) > p.

For L = 2 the denominator is 0.823208 − 0.788396 = 0.034812, and p_2 = 94.1 %, too high by 0.7 points. For L = 1 it is 0.034020 and p_1 = 96.3 %. For L = 0 it is 0.002554 and the "percentage" exceeds 1000, because the Slater-Jastrow function contains angular correlation that the reference lacks.

For a small tail, p_L − p ≈ p(E_L−E)/E_c. An error below 0.1 points requires

E_L − E < (0.1/93.4) · 0.035079 = 38 microhartree.

The tail law with A = 0.01994 gives 53 microhartree at L = 4 and 31 at L = 5, so L = 5 is enough. The computed energies confirm this: E_4 lies 54 and E_5 = −0.823445 lies about 31 microhartree above E (30 if the rounded values are subtracted).

**Variation 2: the triplet S state**

*How do the tail and the cusp change for parallel spins?*

The spatial function is now antisymmetric and vanishes at coalescence. Its leading term is linear in the vector **r**12. Rotational invariance allows the component along the pair's position, which is δ to leading order, so Ψ ≈ δ g(R). The equation of part 3 becomes

(−∂_δ²+κ²)w_l = −Rg δ e^(−κ|δ|),

with the solution

w_l = −Rg [δ/(4κ²) + δ|δ|/(4κ)] e^(−κ|δ|).

For δ > 0, applying −∂_δ²+κ² to (aδ+bδ²)e^(−κδ) gives (2κa−2b+4κbδ)e^(−κδ). This equals δe^(−κδ) for b = 1/(4κ) and a = 1/(4κ²). The overlap with the source is

−R²g² · 2∫_0^∞ (aδ²+bδ³)e^(−2κδ)dδ = −R²g² · 2[1/(16κ⁵)+3/(32κ⁵)] = −5R²g²/(16κ⁵).

Multiplying by 8π²/λ and using κ = λ/R,

E_l − E_(l−1) ≈ −(5π²/2) λ⁻⁶ ∫R⁷g²dR.

The tail now falls as (L+1)⁻⁵, and the extrapolation becomes E = (9⁵E_8−8⁵E_7)/(9⁵−8⁵). Using the singlet formula here would overcorrect.

For the cusp, write the relative function as z f(r12), with z the component of **r**12 along the pair's position. The kinetic term is −z(f''+4f'/r12), and cancelling zf/r12 requires f'/f = ¼. The triplet J therefore starts with slope ¼ instead of ½, and the simplest Slater part is an antisymmetric product of two different s orbitals.

The energies behind both the main solution and the first variation are listed in the numerical output below, except for the mean radii and the two restricted Jastrow fits in part 7; the triplet result is analytical.

Values computed for the example and the checks

```
Core electrons 10, effective charge 2, valence electrons 2
ECP local: 2.000000 r^-1 exp(-6.048538 r^2) (a.u.)
ECP local: -17.108313 r^0 exp(-2.547408 r^2) (a.u.)
ECP local: 12.097075 r^1 exp(-2.796989 r^2) (a.u.)
ECP l=0: 6.428631 r^0 exp(-5.936017 r^2) (a.u.)
ECP l=0: 14.195491 r^0 exp(-1.592891 r^2) (a.u.)
ECP l=1: 3.315069 r^0 exp(-1.583969 r^2) (a.u.)
ECP l=1: 4.403025 r^0 exp(-1.077297 r^2) (a.u.)
Radial functions per l: 18; CI configurations: 1539
Hartree-Fock limit: -0.788396 hartree
Hartree-Fock, separate Gaussian code: -0.788396 hartree
Hartree-Fock by 3D quadrature: -0.788396 hartree
Full CI, L=0: -0.790950 hartree
Full CI, L=1: -0.822416 hartree
Full CI, L=2: -0.823208 hartree
Full CI, L=3: -0.823367 hartree
Full CI, L=4: -0.823421 hartree
Full CI, L=5: -0.823445 hartree
Full CI, L=6: -0.823456 hartree
Full CI, L=7: -0.823463 hartree
Full CI, L=8: -0.823466 hartree
Full CI, separate Gaussian code, s,p,d: -0.823205 hartree
Full CI, L=8, 12 radial functions: -0.823464 hartree
Full CI, L=8, 15 radial functions: -0.823466 hartree
Extrapolated exact energy: -0.823475 hartree = -22.4079 eV
Extrapolation correction: -9.01 microhartree
Variational energy with r12 (134 functions): -0.823474 hartree
Coefficient A from last CI increment: 0.01994 hartree
Coefficient A from coalescence amplitude: 0.01750 hartree
Correlation energy (positive): 0.035079 hartree = 0.9546 eV
Slater-Jastrow, one-parameter pair term: -0.810453 hartree, 62.88 %
  kappa = 0.2726 1/bohr; parameters: 1
Slater-Jastrow, one- and two-body: -0.821162 hartree, 93.40 %
  kappa = 0.1452 1/bohr; parameters: 6
Slater-Jastrow, with e-e-nucleus terms: -0.821650 hartree, 94.80 %
  kappa = 0.1475 1/bohr; parameters: 9
One- and two-body linear parameters: [-1.1555  2.7522 -2.6733 -0.0652  0.1119]
Largest remaining energy gradient: 7.4e-07 hartree
Monte Carlo, one- and two-body: -0.82105 +- 0.00038 hartree
Same function against the L=2 reference: 94.12 %
```
